\section*{How a thin dielectric slab screens a charge at its midplane}

\section{The sheet estimate}

\textbf{Q:} A film of thickness $d$ and relative permittivity $k$ acquires an in-plane dipole moment per area $\epsilon_0(k-1)d\,E$ in an in-plane field $E$. That seems enough to fix its screening of a point charge at long wavelength. What length does this argument give?

\textbf{A:} We first need a definition. Put a static charge $e$ at the origin, and write the potential as
\begin{equation}
\phi(\boldsymbol\rho,z)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\boldsymbol\rho}\,\phi(q,z),\qquad
\phi(q,0)=\frac{e}{2\epsilon_0 q\,\varepsilon(q)} .
\label{def}
\end{equation}
In vacuum $\varepsilon=1$. The screening length is the coefficient of $q$ in $\varepsilon(q)$ at small $q$.

In your model all the polarization lies in the plane $z=0$. The induced charge per area is minus the divergence of the dipole density, which in Fourier space is $-\epsilon_0(k-1)d\,q^2\phi$. It adds to $e$ as a source:
\begin{equation}
\phi=\frac{e-\epsilon_0(k-1)d\,q^2\phi}{2\epsilon_0 q}
\;\Rightarrow\;
\phi\left[1+\frac{q(k-1)d}{2}\right]=\frac{e}{2\epsilon_0 q}.
\end{equation}
The length is $d(k-1)/2$. This is correct for a sheet that polarizes only in its plane. An isotropic slab also polarizes along its normal, and the charge inside it produces a normal field.

\section{The slab solved in full}

\textbf{Q:} The normal field is a short-range detail. Does it survive when the wavelength is much longer than $d$?

\textbf{A:} Let us solve the slab and see. It fills $|z|<d/2$, with vacuum outside, and its response is linear, local, static and isotropic, with $k>1$. Inside,
\begin{equation}
-k\phi''+kq^2\phi=\frac{e}{\epsilon_0}\delta(z).
\label{poisson}
\end{equation}
The solution is even in $z$. For $0<z<d/2$ write $\phi=A\cosh qz-B\sinh qz$. Integrating \eqref{poisson} across $z=0$ gives $-2k\phi'(0^+)=e/\epsilon_0$. Since $\phi'(0^+)=-qB$,
\begin{equation}
B=\frac{e}{2\epsilon_0kq}.
\end{equation}
Outside, the potential decays as $e^{-qz}$, so $\phi'=-q\phi$. Continuity of $\phi$ and of the normal displacement at the face requires $k\phi'=-q\phi$ on the inner side. With $u=qd/2$ and $t=\tanh u$,
\begin{align}
k(A\sinh u-B\cosh u)&=-(A\cosh u-B\sinh u),\nonumber\\
A(1+kt)&=B(k+t).
\label{face}
\end{align}
The second line collects terms and divides by $\cosh u$. Because $\phi(q,0)=A$, definition \eqref{def} gives
\begin{equation}
\varepsilon(q)=\frac{e}{2\epsilon_0qA}=\frac{kB}{A}=\frac{k(1+kt)}{k+t}.
\label{full}
\end{equation}
For $qd\gg1$, $t\to1$ and $\varepsilon\to k$: the charge then sees bulk material. For small $q$, subtract one:
\begin{equation}
\varepsilon-1=\frac{k+k^2t-k-t}{k+t}
=\left(k-\frac1k\right)\frac{t}{1+t/k}.
\label{excess}
\end{equation}
Inserting $t=u-u^3/3+\dots$ and expanding the denominator,
\begin{equation}
\varepsilon=1+\left(k-\frac1k\right)\left[u-\frac{u^2}{k}+\left(\frac1{k^2}-\frac13\right)u^3+\dots\right].
\label{series}
\end{equation}
The term linear in $q$ defines
\begin{equation}
r_0=\frac d2\left(k-\frac1k\right)=\frac{d(k^2-1)}{2k}.
\label{r0}
\end{equation}
So the normal field does survive. For $d=4$ nm and $k=2.5$,
\begin{equation}
r_0=\frac{4(6.25-1)}{5}\ \mathrm{nm}=4.2\ \mathrm{nm},\qquad
\frac{d(k-1)}2=3.0\ \mathrm{nm}.
\end{equation}
A grid solution of Poisson's equation in $z$, extrapolated to $q=0$, also gives 4.200 nm.

\section{Where the extra length comes from}

\textbf{Q:} The algebra is clear, but the cause is not. The potential grows as $1/q$. How can a finite voltage drop across a thin film compete with it?

\textbf{A:} It does not compete with $1/q$. It competes with the correction to $1/q$, and the in-plane correction is also a finite constant. To separate the two, let the in-plane permittivity be $a$ and the normal one $b$:
\begin{equation}
-b\phi''+aq^2\phi=\frac e{\epsilon_0}\delta(z).
\end{equation}
Integrate over the slab. Each face passes a flux $q\phi_s$ to the vacuum, where $\phi_s$ is the face potential, so
\begin{equation}
2q\phi_s+aq^2\int_{-d/2}^{d/2}\phi\,dz=\frac e{\epsilon_0}.
\end{equation}
Inside the slab $\phi$ differs from $\phi_s$ by a finite amount, while $\phi_s$ grows as $1/q$. The integral may therefore be replaced by $d\phi_s$ at this order:
\begin{equation}
\phi_s=\frac{e}{2\epsilon_0q}\,\frac1{1+qad/2}+O(q)
=\frac e{2\epsilon_0}\left(\frac1q-\frac{ad}{2}\right)+O(q).
\end{equation}
By symmetry half the flux goes up from the charge, so $-b\phi'=e/(2\epsilon_0)$ in the upper half, up to terms of order $q$. Crossing a thickness $d/2$ gives
\begin{equation}
\phi(0)-\phi_s=\frac e{2\epsilon_0}\frac d{2b}+O(q).
\end{equation}
Adding the last two results,
\begin{equation}
\phi(0)=\frac e{2\epsilon_0}\left[\frac1q-\frac d2\left(a-\frac1b\right)\right]+O(q).
\end{equation}
Comparison with $\phi(0)=(e/2\epsilon_0)(1/q-r_0+\dots)$ yields
\begin{equation}
r_0=\frac d2\left(a-\frac1b\right)
=\underbrace{\frac d2(a-1)}_{\text{in-plane}}+
\underbrace{\frac d2\left(1-\frac1b\right)}_{\text{normal}} .
\label{split}
\end{equation}
Normal polarization lowers the voltage between the charge's plane and the faces. In vacuum that voltage is present in full; in the slab it is divided by $b$. Setting $b=1$ recovers the sheet estimate, and $a=b=k$ gives \eqref{r0}. On the grid, the two polarizations acting separately give 3.000 and 1.200 nm for the example film.

\textbf{Q:} Then for which films does the omission matter most?

\textbf{A:} The ratio of the true length to the sheet estimate is $(k+1)/k$. The sheet value is therefore too small by a fraction $1/(k+1)$ of the true one: 29\% at $k=2.5$ and 9\% at $k=10$. At fixed $d=4$ nm these cases are 3.0 against 4.2 nm, and 18.0 against 19.8 nm. As $k\to\infty$ the absolute difference tends to $d/2$, while both lengths grow in proportion to $k$. As $k\to1$ the two terms of \eqref{split} become equal, and the sheet estimate gives half of the true length.

\section{Does the charge have to be at the midplane?}

\textbf{Q:} A real trapped charge will not sit exactly at the centre. Does the result depend on that symmetry?

\textbf{A:} The leading length does not, provided source and probe are at the same depth inside the slab and the film has vacuum on both sides. A substrate on one side only makes the two face fluxes unequal and brings the depth back in. Put the charge at $z'$ and the probe at $z$. The flux balance now fixes the mean of the two face potentials:
\begin{equation}
\frac{\phi_++\phi_-}2=\frac e{2\epsilon_0}\left(\frac1q-\frac{kd}2\right)+O(q).
\end{equation}
The face potentials differ by a finite amount, so the fluxes $q\phi_\pm$ are both $e/(2\epsilon_0)$ at leading order. Inside, then, $\phi=C-(e/2\epsilon_0k)|z-z'|$. The distances from the charge to the faces are $d/2-z'$ and $d/2+z'$, with mean $d/2$, so the face mean is $C-(e/2\epsilon_0k)\,d/2$. Solving for $C$,
\begin{equation}
\phi(z)=\frac e{2\epsilon_0}\left[\frac1q-r_0-\frac{|z-z'|}k\right]+O(q).
\end{equation}
The position $z'$ has dropped out except through the separation. If $\varepsilon$ is still defined relative to $e/(2\epsilon_0q)$, its linear coefficient is $r_0+|z-z'|/k$. With the charge at $1.5$ nm and the probe at $-0.5$ nm this is $4.2+2/2.5=5.0$ nm, as the grid solution confirms.

\section{How small must the wavevector be?}

\textbf{Q:} A leading term is useful only if its error is known. Can you bound it?

\textbf{A:} Yes. Since $qr_0=(k-1/k)u$, equation \eqref{excess} gives
\begin{equation}
R\equiv\frac{\varepsilon-1}{qr_0}=\frac{t/u}{1+t/k}.
\end{equation}
For $u>0$ we have $t<u$, hence $R<1$. Also $dt/du=1-t^2\geq1-u^2$, which integrates to $t/u\geq1-u^2/3$. Finally $1/(1+t/k)\geq1-t/k\geq1-u/k$. If both lower bounds are positive, their product is at least $1-u^2/3-u/k$. If either is not, that last expression is at most zero and $R$ exceeds it anyway. Thus
\begin{equation}
0<1-R\leq\frac{qd}{2k}+\frac{(qd)^2}{12}.
\label{bound}
\end{equation}
The linear law overstates the increment $\varepsilon-1$, by at most this fraction of $qr_0$. The condition is $qd\ll1$; a large $k$ relaxes the first term but not the second.

The quadratic term in \eqref{series} has the coefficient $-r_0d/(2k)=-3.36$ nm$^2$. The grid value, $-3.39$ nm$^2$, was taken at the finite wavevector $q=0.01$ nm$^{-1}$, where the cubic term of \eqref{series} accounts for the difference.

\section{A charge pattern in a low-k film}

\textbf{Q:} What does the difference do to a voltage?

\textbf{A:} Take the free-standing film with $d=4$ nm and $k=2.5$, and place at its midplane a charge density $e\sigma\cos qx$ with $\sigma=10^{12}$ cm$^{-2}$ and a period of 100 nm. Then $q=2\pi/100=0.0628$ nm$^{-1}$ and $qd=0.251$. The bare amplitude is
\begin{equation}
\frac{e\sigma}{2\epsilon_0q}=1.440\ \mathrm V.
\end{equation}
Equation \eqref{full} gives $\varepsilon=1.250$, the linear law $1+0.0628\times4.2=1.264$, and the sheet estimate $1+0.0628\times3.0=1.188$. Dividing,
\begin{equation}
\frac{1.440}{1.250}=1.152\ \mathrm V,\quad
\frac{1.440}{1.264}=1.139\ \mathrm V,\quad
\frac{1.440}{1.188}=1.212\ \mathrm V.
\end{equation}
Relative to the full result, the linear law is 1.1\% low and the sheet estimate 5.2\% high.

\section{The potential of one charge}

\textbf{Q:} Small $q$ means large distance. Can I read $r_0$ from the far potential of a single charge?

\textbf{A:} Not directly. Let $s=e^{-qd}$ and $L=(k-1)/(k+1)$. With $t=(1-s)/(1+s)$, equation \eqref{full} becomes
\begin{equation}
\frac1\varepsilon=\frac{(k+1)+(k-1)s}{k[(k+1)-(k-1)s]}
=\frac1k\,\frac{1+Ls}{1-Ls}
=\frac1k\left[1+2\sum_{n\geq1}L^ns^n\right].
\end{equation}
The function $e^{-qa}/(2\epsilon_0q)$ transforms back to $1/(4\pi\epsilon_0\sqrt{\rho^2+a^2})$, so at the midplane
\begin{equation}
\phi(\rho)=\frac e{4\pi\epsilon_0k}\left[\frac1\rho+2\sum_{n\geq1}\frac{L^n}{\sqrt{\rho^2+n^2d^2}}\right].
\end{equation}
At large $\rho$ the root expands as $1/\rho-n^2d^2/(2\rho^3)$. Using $1-L=2/(k+1)$ and $1+L=2k/(k+1)$,
\begin{align}
1+2\sum_{n\geq1} L^n&=\frac{1+L}{1-L}=k,\\
\sum_{n\geq1} n^2L^n&=\frac{L(1+L)}{(1-L)^3}=\frac{k(k^2-1)}4,
\end{align}
and therefore
\begin{equation}
\phi(\rho)\simeq\frac e{4\pi\epsilon_0\rho}\left[1-\frac{(k^2-1)d^2}{4\rho^2}\right].
\label{tail}
\end{equation}
There is no $1/\rho^2$ term: the $-r_0$ in $\phi(q)$ is a constant in $q$, which is a delta function in the plane. The length appears instead in an integral, the $q\to0$ limit of the difference between bare and screened transforms:
\begin{equation}
\int d^2\rho\left[\frac e{4\pi\epsilon_0\rho}-\phi(\rho)\right]
=\lim_{q\to0}\frac e{2\epsilon_0q}\left(1-\frac1\varepsilon\right)
=\frac{er_0}{2\epsilon_0}.
\end{equation}
Numerical integration of the image series returns 4.200 nm.

\textbf{Q:} Would the Rytova--Keldysh potential, with the right $r_0$, be accurate far away?

\textbf{A:} Not in its first correction. That potential keeps $\varepsilon=1+qr_0$ at all $q$. Writing $1/(1+qr_0)=\int_0^\infty e^{-s(1+qr_0)}ds$, with $s$ now an integration variable, and transforming back,
\begin{equation}
\phi_{\rm RK}=\frac e{4\pi\epsilon_0}\int_0^\infty\!\frac{e^{-s}ds}{\sqrt{\rho^2+s^2r_0^2}}
\simeq\frac e{4\pi\epsilon_0\rho}\left[1-\frac{r_0^2}{\rho^2}\right],
\end{equation}
because $\int_0^\infty s^2e^{-s}ds=2$. Its coefficient is $(k^2-1)/k^2$ times that in \eqref{tail}: 17.6 against 21.0 nm$^2$ here. The missing part comes from the quadratic term of $\varepsilon$. At $\rho=20$ nm the bare potential is 72.0 mV and the image series gives 69.2 mV. The Rytova--Keldysh form gives 69.5 mV with $r_0=4.2$ nm and 70.6 mV with 3.0 nm. The right length thus recovers most of the reduction, and the sheet length about half of it.

\section{Surroundings and real films}

\textbf{Q:} Interlayer films do not float in vacuum. What becomes of the result?

\textbf{A:} For a medium of permittivity $c$ on both sides, the right side of the first line of \eqref{face} is multiplied by $c$. Then $A(c+kt)=B(k+ct)$ and
\begin{equation}
\varepsilon=\frac{k(c+kt)}{k+ct}.
\end{equation}
Grounded metal planes at a gap $h$ from each face make the outer potential proportional to $\sinh q(d/2+h-z)$. At the upper face $-\phi'/\phi=q\coth qh$, so $c=\coth qh$. This diverges as $q\to0$, and the form $1+qr_0$ fails once $qh$ is no longer large.

For the 100 nm pattern, $\varepsilon$ rises from 1.250 to 1.253 with planes at 50 nm and to 1.406 at 20 nm. Glass of permittivity 4 on one side gives 2.42 at the midplane, and on both sides 3.59. With glass on one side the depth matters: 2.65 for a pattern 1.5 nm from the midplane toward the glass, and 2.22 for one 1.5 nm away from it. In a medium $c$ on both sides, $\varepsilon\approx c+(qd/2)(k-c^2/k)$, whereas in-plane contrast alone gives $c+(qd/2)(k-c)$; for $c>k$ the normal term changes sign, and for $c=4$ the two linear coefficients are $-7.8$ and $-3.0$ nm. For the free-standing film, the choice between the two lengths changes $\varepsilon$ by 0.075 in the linear law. The glass and the planes at 20 nm matter more than that, the planes at 50 nm much less.

\textbf{Q:} And how close are the other parameters to practice?

\textbf{A:} A permittivity of 2.5 is a rough typical value for a low-k interlayer dielectric, but 4 nm is far thinner than the usual interlayer film, and real films are bounded by metal and other dielectrics. Both the thickness and the vacuum surroundings of the example are therefore idealized; the shifts just given show what surroundings do to the 4 nm film. In a porous film, pores of nanometre size would also put the continuum description in doubt at this thickness; that effect is not estimated here. Changes to the free-standing film itself can be estimated from \eqref{split}. A normal permittivity of 2.25 instead of 2.5 lowers $r_0$ to 4.11 nm, and a thickness error of 0.3 nm shifts it by about 0.3 nm. A charge moving too fast for all but an electronic permittivity, taken as 2.0, would see 3.0 nm.

\textbf{Q:} Is linear response safe at these charge densities?

\textbf{A:} For the smooth pattern, yes by this measure: its field amplitudes are 0.72 MV/cm in the plane and 0.36 MV/cm along the normal, against a rough breakdown field of 5 MV/cm. Within about 1.1 nm of a single charge the model field exceeds that value, and linear response is doubtful there. The charges are also discrete. At the peak density their mean spacing is 10 nm, and one charge alone produces 0.23 V at half that distance, so the 1.15 V amplitude is an average over positions.

Mobile carriers would add screening of their own. At 300 K, $10^9$ cm$^{-2}$ of them at the midplane, treated as a classical gas, raise $\varepsilon$ from 1.250 to 1.306. That estimate is linear in the potential and needs a pattern well below the thermal voltage, about 26 mV; it does not apply to the 1.15 V pattern. It is also an average over carrier positions, because the mean carrier spacing, about 320 nm, exceeds the period. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
film thickness d = 4.0 nm
film permittivity k = 2.5
true length r0 = 4.200 nm
r0 from Poisson solver = 4.200 nm
rejected length d(k-1)/2 = 3.000 nm
solver, in-plane polarization only = 3.000 nm
solver, normal polarization only = 1.200 nm
solver, charge and probe at z=1.5 nm: 4.200 nm
solver, charge 1.5 nm, probe -0.5 nm: 5.000 nm
k=2.0: r0 3.000, solver 3.000, rejected 2.000 nm
k=2.5: r0 4.200, solver 4.200, rejected 3.000 nm
k=4.0: r0 7.500, solver 7.500, rejected 6.000 nm
k=10.0: r0 19.800, solver 19.800, rejected 18.000 nm
second-order coefficient (solver) = -3.39 nm^2
second-order coefficient (formula) = -3.36 nm^2
length from area rule = 4.200 nm
tail coefficient, images at 400 nm = 20.97 nm^2
tail coefficient, formula = 21.00 nm^2
tail coefficient, Keldysh with r0 = 17.64 nm^2
tail coefficient, Keldysh rejected = 9.00 nm^2
one charge at 20 nm, bare: 72.00 mV
same, image sum: 69.20 mV
same, Keldysh r0: 69.53 mV
same, Keldysh rejected: 70.61 mV
pattern period = 100 nm, q = 0.06283 1/nm
q*d = 0.2513 (no unit)
charge amplitude = 1.0e+12 e/cm^2
eps full = 1.2500, linear = 1.2639, rejected = 1.1885
bare potential amplitude = 1.4400 V
amplitude, full eps = 1.1520 V
amplitude, linear law = 1.1393 V
amplitude, rejected law = 1.2116 V
in-plane field amplitude = 0.724 MV/cm
normal field amplitude = 0.362 MV/cm
rough breakdown field = 5.0 MV/cm
one charge exceeds it within 1.08 nm
mean charge spacing at amplitude = 10.0 nm
one charge at half spacing: 0.225 V
eps with metal planes at gap 20 nm = 1.4061
eps with metal planes at gap 50 nm = 1.2534
eps, glass (k=4.0) on one side = 2.4219
eps, glass on both sides = 3.5937
r0 if normal permittivity is 2.25: 4.111 nm
r0 shift for 0.3 nm thickness error: 0.315 nm
r0 for fast charge (k=2.0) = 3.000 nm
eps with 1e+09 mobile charges/cm^2 at 300 K = 1.3057
\end{verbatim}
